# Site Exclusion and the Equilibrium Occupation of Competing Lattice Defects, part 2

Several kinds of defect compete for the same lattice sites, such as the nitrogen sites of titanium nitride (TiN). The question is how their separately calculated energies combine into one set of occupations.

Each of $M$ equivalent sites holds its host atom ($i=0$) or one defect $i\ge1$. The sites exchange particles with reservoirs at temperature $T$ and fixed chemical potentials $\mu_a$. Energies are in eV, and $k$ is Boltzmann's constant. The formation energy is

$$
E_i=\varepsilon_i-\varepsilon_0-\sum_a\mu_a\,(n_{ia}-n_{0a}),
$$

where a site in state $i$ has energy $\varepsilon_i$ and contains $n_{ia}$ particles of kind $a$. With $G_i$ internal states of equal energy,

$$
\xi=1+\sum_{j\ge1}x_j,\qquad x_j=g_j\,e^{-E_j/kT},\qquad g_j=\frac{G_j}{G_0}.
$$

For defects that do not interact and that cover one site each, the fraction of sites holding defect $i$ is

$$
c_i=\frac{x_i}{1+S},\qquad S=\sum_jx_j,\qquad c_i=x_ic_0 .
$$

Here $c_0$ is the host fraction. The total occupied fraction is $X=\sum_ic_i=S/(1+S)$, and $N_i$ is the number of sites holding defect $i$.

The grand sum $\Xi$ adds the weights of all configurations. Relative to the perfect lattice, each defect contributes its factor $x_i$.

A vibrational formation entropy $s_i$ multiplies $x_i$ by $e^{s_i/k}$, if the vibrational energy is negligible or already included in $E_i$.

Section 10 treats impurities that fill a fixed fraction $c_{\rm fix}$ of the sites. The defects that still exchange atoms then obey

$$
c_i=(1-c_{\rm fix})\,\frac{x_i}{1+\sum_j'x_j},
$$

where the prime restricts the sum to the exchanging defects.

The table of computed values also lists two earlier checks. The enumeration used five sites at $kT=0.1$ eV, with a vacancy, an impurity B and a pair of host atoms, in that order; their formation energies were $0.20$, $0.15$ and $0.30$ eV and their relative degeneracies $1/2$, $1$ and $2$. The most probable counts were for $M=900$, $x_1=0.8$ and $x_2=0.35$.

### 12. Limiting cases and two tempting shortcuts

Dividing two occupations gives $c_i/c_j=x_i/x_j$. At fixed chemical potentials, the ratio of two defects does not depend on what else competes for the site. A further competitor reduces all the others by the same factor.

If $S\ll1$, then $c_i\simeq x_i$, which is the dilute estimate. Its error relative to the full formula is

$$
\frac{x_i-c_i}{c_i}=(1+S)-1=S .
$$

The error is common to all species and is set by the sum. A very rare defect is overestimated as much as an abundant one, because the abundant one has taken its sites.

A second shortcut is to normalize each species alone, $c_i\approx x_i/(1+x_i)$. This accounts for the exclusion of a defect by others of its own kind and ignores the rest. To second order in the Boltzmann factors, it gives the total $S-\sum_ix_i^2$, whereas the full formula gives $S-S^2$. The difference consists of the cross terms $2x_ix_j$. At large $x_i$ the separately normalized fractions can add up to more than one, as the example will show.

As temperature falls at fixed $E_i$, all occupations vanish if all formation energies are positive. If some are negative, the lowest one, when unique, takes every site. At high temperature, again at fixed $E_i$, $c_i\to g_i/(1+\sum_jg_j)$, and the internal states alone decide.

### 13. Fluctuations and response

Let $n_i(s)$ be one if site $s$ holds defect $i$, and zero otherwise. On one site two different defects cannot coexist, so $\langle n_i(s)n_j(s)\rangle=\delta_{ij}c_i$. Different sites are independent and contribute nothing to the covariance. Summing over the $M$ sites,

$$
\frac{\mathrm{cov}(N_i,N_j)}{M}=c_i\delta_{ij}-c_ic_j .
$$

The numbers of two different defects are negatively correlated. The same matrix governs the response to a change of energy. From $c_i=x_i/\xi$, with $\xi=1+S$ and $\partial x_i/\partial E_j=-\delta_{ij}x_i/kT$,

$$
\frac{\partial c_i}{\partial E_j}=-\frac{\delta_{ij}x_i}{kT\,\xi}+\frac{x_i}{\xi^2}\frac{x_j}{kT}
=-\frac{1}{kT}\left(c_i\delta_{ij}-c_ic_j\right).
$$

For $i\ne j$ the derivative is positive. Making defect $j$ cheaper lowers the number of every other defect, although the energies of those others have not changed.

### 14. The nitrogen sublattice of a TiN film

Consider a nitrogen-poor TiN film annealed at 800 °C, so that $T=1073.15$ K and $kT=0.09248$ eV. TiN is a metal, and its electrons screen a defect within a short distance, so separate charge states are not needed. The rock-salt cell contains four nitrogen sites. With a rough lattice constant of $0.424$ nm, the density of nitrogen sites is

$$
N_s=\frac{4}{(0.424\times10^{-7}\ \mathrm{cm})^3}=5.25\times10^{22}\ \mathrm{cm^{-3}} .
$$

The formation energies below are round model parameters, chosen to give vacancies and impurities at the per-cent level. The fourth defect is a pair of nitrogen atoms sharing one site, assumed to lie along one of the four $\langle111\rangle$ axes. The two atoms are alike, so reversing the pair gives no new state, and $g=4$. The other defects, and the host, have one internal state.

| Defect | $E_i$ (eV) | $g_i$ | $x_i$ | $c_i$ |
|---|---|---|---|---|
| N vacancy | 0.35 | 1 | 0.0227 | 0.0211 |
| O on N site | 0.30 | 1 | 0.0390 | 0.0363 |
| C on N site | 0.40 | 1 | 0.0132 | 0.0123 |
| N–N pair | 1.50 | 4 | $3.6\times10^{-7}$ | $3.4\times10^{-7}$ |

For the vacancy, $x=\exp(-0.35/0.09248)=0.0227$. The sum of the four factors is $S=0.0749$, so $c=0.0227/1.0749=0.0211$, or $1.1\times10^{21}$ cm$^{-3}$. Oxygen comes to $1.9\times10^{21}$ cm$^{-3}$, carbon to $6.5\times10^{20}$ cm$^{-3}$ and the nitrogen pair to $1.8\times10^{16}$ cm$^{-3}$. In total $7.0\,\%$ of the sites are occupied by defects. The dilute estimate is too large by $7.5\,\%$ of the correct value for each species, the rare pair included.

### 15. Towards a nitrogen-poorer environment

Now lower $\mu_{\mathrm N}$ while temperature and the chemical potentials of oxygen and carbon are held fixed. The first three defects each release one nitrogen atom, so their energies fall by the same amount; that of the pair rises. The table gives the total fraction of defective sites by the three routes.

| Shift of $\mu_{\mathrm N}$ (eV) | Full formula | Dilute | Separate |
|---|---|---|---|
| 0.0 | 0.070 | 0.075 | 0.073 |
| −0.1 | 0.181 | 0.221 | 0.203 |
| −0.2 | 0.395 | 0.652 | 0.521 |
| −0.3 | 0.658 | 1.921 | 1.121 |

In the last row both shortcuts fill more sites than exist. The full formula gives $0.199$ for vacancies, $0.342$ for oxygen and $0.116$ for carbon, which leaves about a third of the sites to nitrogen. This row illustrates the arithmetic of exclusion. It does not predict a stable film, because at such occupations the energies of isolated defects no longer apply and another phase may form.

### 16. Interactions between neighbours

Exclusion forbids a second defect on the same site. An interaction changes the chance of a second defect on a neighbouring site, and there are many neighbours. To compare the two effects, let every pair of defects on neighbouring sites cost an energy $w$, whatever their species, with $z$ neighbours per site. Because all species interact alike, their shares $c_i/X=x_i/S$ are unchanged, and it suffices to follow $X$.

Expand the grand sum, relative to the perfect lattice, in the number of defects. One defect can be placed on $M$ sites. Two defects can be placed on $M(M-1)/2$ pairs of sites, of which $Mz/2$ are neighbours and carry an extra factor $e^{-w/kT}$:

$$
\Xi=1+MS+S^2\left[\frac{M(M-1)}{2}+\frac{Mz}{2}\left(e^{-w/kT}-1\right)\right]+\dots
$$

In the logarithm, $\ln(1+u)=u-u^2/2+\dots$ subtracts $M^2S^2/2$, which cancels the term in $M^2$. What remains is proportional to $M$, as it must be:

$$
\ln\Xi=MS-\frac{MS^2}{2}\,(1+a)+\dots,\qquad a=z\left(1-e^{-w/kT}\right).
$$

A term $S^n$ in $\Xi$ belongs to $n$ defects, so the mean number of defects is $S\,\partial\ln\Xi/\partial S$. Division by $M$ gives

$$
X=S-S^2(1+a)+\dots
$$

The one is exclusion, and $a$ is interaction. At this order in $S$ the two corrections are equal when $a=1$, that is, at $w=-kT\ln(1-1/z)$. The nitrogen sublattice is face-centred cubic with $z=12$, and at the annealing temperature this repulsion is only $8$ meV. For $a=-1$, a weak attraction, the two corrections cancel at this order.

For per-cent occupations a better estimate is available. If $m$ of a site's neighbours are occupied, the ratio of its probabilities of being occupied and empty is $Se^{-mw/kT}$. Averaging over the neighbours gives the identity

$$
X=S\left\langle(1-n)\,e^{-mw/kT}\right\rangle ,
$$

where $n$ is one if the central site is occupied and zero if it is empty. Now neglect correlations, so that each neighbour is occupied with probability $X$ independently of the rest. Each contributes the mean factor $1-X(1-e^{-w/kT})$. For small $X$ the product of $z$ such factors is close to $e^{-aX}$, and

$$
\frac{X}{1-X}\simeq S\,e^{-aX}.
$$

Expanded to second order in $S$, this reproduces the series above.

For the film, take $w=\pm20$ meV as a trial strength. A Monte Carlo simulation on a periodic lattice of $6912$ sites, redrawing each site with the conditional probability just described, serves as the reference for this interaction model.

| $w$ (meV) | $a$ | $X$, simulated | $X$, estimate |
|---|---|---|---|
| +20 | +2.33 | 0.0608 | 0.0610 |
| −20 | −2.90 | 0.0876 | 0.0882 |

The statistical errors are about $10^{-4}$ or less. The estimate is meant for weak interactions and worsens as the attraction grows. At $w=-30$ meV it gives $0.111$ where the model has $0.108$, and at $-45$ meV the defects condense into a dense phase with $X\approx0.94$, so the per-cent regime is left altogether. Compared with the value $0.0697$ without interaction, the repulsion lowers the occupation by $13\,\%$ and the attraction raises it by $26\,\%$. Both changes exceed the exclusion correction. The estimate contains this asymmetry. Its exponent $-aX$ is $-0.14$ for the repulsion and $+0.26$ for the attraction, because both $|a|$ and $X$ are larger for the attraction. In addition, an exponential rises more for a positive exponent than it falls for a negative one of the same size.

The exclusion formula is therefore a consistent refinement of the dilute estimate when $|a|\ll1$. Otherwise the interaction energies must be calculated before the correction of a few per cent means anything.

### 17. Complexes that cover several sites

A defect complex that stays within one site, such as the nitrogen pair above, fits the formula. A complex that covers two sites does not, because it blocks more than its own placement.

A ring of $M$ sites shows this simply. Let the defects be pairs, each covering two adjacent sites, with weight $y$ per placement and no other interaction. Each placement corresponds to a bond of the ring, and two neighbouring bonds cannot both be used, since they share a site. Moving from bond to bond, the sum over configurations is the trace of the $M$th power of

$$
\begin{pmatrix}1&\sqrt y\\ \sqrt y&0\end{pmatrix}.
$$

The zero forbids two successive occupied bonds, and each occupied bond collects $\sqrt y$ from either side. The eigenvalues obey $\lambda^2-\lambda-y=0$. For a long ring the larger one dominates,

$$
\lambda=\frac{1+\sqrt{1+4y}}{2},\qquad \frac{d\lambda}{dy}=\frac{1}{\sqrt{1+4y}},
$$

and the number of pairs per site is

$$
p=y\,\frac{d\ln\lambda}{dy}=\frac{y}{\lambda\sqrt{1+4y}} .
$$

For $y=0.2$ this gives $0.2/(1.1708\times1.3416)=0.1273$. Listing all allowed placements on a ring of $14$ sites gives $0.12732$. The one-site formula $y/(1+y)$ would give $0.1667$, about $31\,\%$ too much.

For small $y$ the expansion is $p=y-3y^2+\dots$, in place of $y-y^2+\dots$ for single-site defects. On the ring a pair blocks three placements: its own and the two that overlap it. On the face-centred cubic sublattice a nearest-neighbour pair blocks $23$. For large $y$, $p$ tends to $1/2$, since each pair needs two sites, while $y/(1+y)$ tends to one.

### 18. The example beside a real film

TiN does tolerate a wide range of nitrogen deficiency, and deposited films can contain oxygen and carbon, so defects at the per-cent level are a sensible regime. The individual energies carry no such support: they are model values, and the calculated occupations are not a prediction for a particular film. Four assumptions limit their use.

- **Accuracy of the energies.** Lowering all four formation energies by $0.1$ eV multiplies each $x_i$ by $2.95$ and raises the total occupation from $0.070$ to $0.181$. This outweighs both exclusion and the trial interactions.
- **Vibrations.** A formation entropy of $1k$ for the vacancy alone raises its occupation from $0.021$ to $0.055$. Oxygen falls from $0.0363$ to $0.0350$ and carbon from $0.0123$ to $0.0119$. Both fall by the same factor, $1.075/1.114=0.965$, as the ratio rule requires.
- **Interactions.** The trial values of $\pm20$ meV move the total by $-13\,\%$ and $+26\,\%$. The true interactions depend on the species and may reach beyond the nearest neighbours.
- **Equilibrium.** At $400$ K, with the same formation energies, the formula gives a total of $2.1\times10^{-4}$. A film whose atoms have stopped exchanging with their surroundings during cooling does not reach this value. If all species stopped exchanging at about the same temperature, that temperature, with the chemical potentials that held there, fixes the composition of the film. It fixes every occupation only if motion inside the film stopped as well. If a vacancy and a nitrogen pair can still recombine, a composition frozen at $1073$ K leaves the vacancies at $0.0211$, while the pair fraction falls from $3.4\times10^{-7}$ to $8\times10^{-12}$ at $700$ K. If oxygen and carbon stopped earlier than nitrogen, no single temperature describes the film; their fractions are then held fixed as in Section 10. A film deposited far from equilibrium may not follow the formula at any temperature.

The numerical output that follows lists the values used here with further digits.

## Table of computed values

```
enumeration: c = 0.048669, 0.160482, 0.071617
formula:     c = 0.048669, 0.160482, 0.071617
most probable counts, 900 sites: 335, 146; formula 334.88, 146.51
ring pairs per site, y = 0.2: enumerated 0.12732, one-site formula 0.16667
T = 1073.15 K, kT = 0.09248 eV
lattice constant = 0.424 nm, N sites = 5.248e+22 cm^-3
N vacancy: E = 0.35 eV, g = 1, x = 2.2715e-02, c = 2.1131e-02, density = 1.109e+21 cm^-3
O on N site: E = 0.30 eV, g = 1, x = 3.9005e-02, c = 3.6286e-02, density = 1.904e+21 cm^-3
C on N site: E = 0.40 eV, g = 1, x = 1.3228e-02, c = 1.2306e-02, density = 6.458e+20 cm^-3
N-N split pair: E = 1.50 eV, g = 4, x = 3.6115e-07, c = 3.3597e-07, density = 1.763e+16 cm^-3
sum of x = 0.07495, 1 + sum = 1.07495
total occupied fraction = 0.06972, host fraction = 0.93028
dilute estimate too large by 7.49 %
lowering the nitrogen chemical potential (fractions of N sites):
shift +0.0 eV: exclusion 0.0697, dilute 0.0749, separately normalized 0.0728
shift -0.1 eV: exclusion 0.1810, dilute 0.2210, separately normalized 0.2035
shift -0.2 eV: exclusion 0.3945, dilute 0.6516, separately normalized 0.5213
shift -0.3 eV: exclusion 0.6577, dilute 1.9215, separately normalized 1.1213
at -0.3 eV: vacancy 0.1993, O 0.3423, C 0.1161
neighbour interactions, z = 12, 6912 sites simulated:
w = +20 meV: X = 0.06083 +- 0.00006, estimate 0.06103, change -12.8 %
   interaction coefficient z(1-exp(-w/kT)) = +2.334 (exclusion: 1)
w = -20 meV: X = 0.08760 +- 0.00011, estimate 0.08824, change +25.6 %
   interaction coefficient z(1-exp(-w/kT)) = -2.897 (exclusion: 1)
repulsion that equals exclusion at first order: 8.05 meV
all E lower by 0.1 eV: X = 0.1810, each x times 2.949
vacancy entropy +1 k: vacancy 0.05543, O 0.03501, C 0.01187
equilibrium at 400 K with the same E: X = 2.140e-04
```
